# Ten-no's function for Yukawa and Slater-geminal integrals: limits and evaluation, part 2

Two electrons interact through a kernel $K(r)$, the Yukawa potential $e^{-\zeta r}/r$ or the dimensionless Slater geminal $e^{-\zeta r}$, with $\zeta>0$. Atomic units (bohr, hartree) are used. $Y$ and $S$ are the Yukawa and Slater integrals between normalised spherical Gaussians with exponents $p,q$ centred at $\mathbf P,\mathbf Q$; $\langle r\rangle$ is the mean electron separation for these clouds. Define

$$\rho=\frac{pq}{p+q},\quad \mathbf R=\mathbf P-\mathbf Q,\quad T=\rho R^2,\quad U=\frac{\zeta^2}{4\rho},\quad a=\sqrt T,\quad b=\sqrt U .$$

Ten-no's function, for integer $m\ge-1$, is

$$G_m(T,U)=\int_0^1 t^{2m}e^{\phi(t)}\,dt,\qquad \phi(t)=-Tt^2+U\left(1-t^{-2}\right).\tag{1}$$

The Boys function is $F_m(T)=\int_0^1t^{2m}e^{-Tt^2}dt$ for $m\ge0$, and $F_{-1}=-2TF_0-e^{-T}$. As $U\to0$, $G_m\to F_m$ for $m\ge0$, with leading correction $-\sqrt{\pi U}$ for $m=0$.

The kernels are

$$\frac{e^{-\zeta r}}{r}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2r^2-\zeta^2/4u^2}du,\qquad e^{-\zeta r}=\frac{\zeta}{\sqrt\pi}\int_0^\infty u^{-2}e^{-u^2r^2-\zeta^2/4u^2}du,\tag{3}$$

with expansions $1/r-\zeta+\zeta^2r/2-\dots$ and $1-\zeta r+\dots$. The s integrals are

$$Y=2\sqrt{\frac\rho\pi}\,G_0,\qquad S=\frac{\zeta}{\sqrt\pi}\frac{\sqrt\rho}{\rho}\int_0^1(t^{-2}-1)e^{\phi}dt=2\sqrt{\frac U\pi}\,(G_{-1}-G_0).\tag{4}$$

For total angular momentum $L$, integrals follow recursively from the seeds, $n\le L$,

$$R^{(n)}_{\mathbf 0}=(-2\rho)^n\,2\sqrt{\rho/\pi}\;G_n\quad(\text{Yukawa}),\qquad R^{(n)}_{\mathbf 0}=(-2\rho)^n\,2\sqrt{U/\pi}\;S_n\quad(\text{Slater}),\tag{6}$$

with $S_n=G_{n-1}-G_n$. Integrating $\frac{d}{dt}[t^{2m+1}e^\phi]$ over $(0,1)$ in (d) gave, for $m\ge0$,

$$2U\,G_{m-1}+(2m+1)\,G_m-2T\,G_{m+1}=e^{-T}.\tag{7}$$

With $I_\pm=\frac{\sqrt\pi}{2}e^{U\pm2ab}\operatorname{erfc}(b\pm a)$,

$$G_{-1}=\frac{I_-+I_+}{2b},\qquad G_0=\frac{I_--I_+}{2a}.\tag{9}$$

For distant clouds, the upper inequality requiring $T>U$,

$$0<\frac{e^Ue^{-\zeta R}}{R}-Y<2\sqrt{\frac\rho\pi}\,\frac{e^{-T}}{2(T-U)},\tag{11}$$

while (f) gave, with the first term a lower bound,

$$S=e^{U}e^{-\zeta R}\left(1-\frac ba\right)+2\sqrt{\frac U\pi}\int_1^\infty(1-t^{-2})e^\phi dt,\qquad \frac ba=\frac{\zeta}{2\rho R}.$$

For $T>0$, $B_m$ is the part of $G_m$ odd in $b$:

$$B_0=-\sqrt\pi\,e^U\frac{\sinh2ab}{2a},\qquad B_{-1}=\sqrt\pi\,e^U\frac{\cosh2ab}{2b},\tag{12}$$

$$B_m=-\sqrt\pi\,e^U(-1)^m\sum_{k\ge m}\frac{4^k\,k!}{(k-m)!\,(2k+1)!}\,T^{k-m}\,U^{k+1/2}.\tag{14}$$

The mean separation is

$$\langle r\rangle=\frac{(2T+1)F_0+e^{-T}}{\sqrt{\pi\rho}}.\tag{16}$$

The remaining problem is to evaluate $G_m$ stably and apply it. A program supplies the numbers and tests.

## (h) Stability of the recurrence

Determine how an error in the starting values propagates when (7) is run upward or downward, and compare with the Boys case.

**Solution.** The difference $y_m$ between a computed and the exact sequence, caused by wrong starting values, obeys the homogeneous relation $2Uy_{m-1}+(2m+1)y_m-2Ty_{m+1}=0$. Two independent solutions are available for $T,U>0$.

The first is $H_m=\int_0^\infty t^{2m}e^{-Tt^2-U/t^2}dt$: the integration in (d) over $(0,\infty)$ has no boundary term. The substitution $t^2=(b/a)e^\theta$, $dt=\tfrac12t\,d\theta$, turns the exponent into $-2ab\cosh\theta$, and with $K_\nu(z)=\tfrac12\int_{-\infty}^\infty e^{\nu\theta-z\cosh\theta}d\theta$ one finds $H_m=(b/a)^{m+1/2}K_{m+1/2}(2ab)$. All $H_m$ are positive, so dropping $2UH_{m-1}$ in the relation gives

$$\frac{H_{m+1}}{H_m}>\frac{2m+1}{2T}.$$

The second is $B_m$. The right side of (7) is even in $b$, so the odd parts satisfy the homogeneous relation. By (12) and (14) the sign of $B_m$ is $(-1)^{m+1}$; dividing the relation by $(-1)^m$ gives $2U|B_{m-1}|=(2m+1)|B_m|+2T|B_{m+1}|$, hence

$$\frac{|B_m|}{|B_{m-1}|}<\frac{2U}{2m+1}.\tag{17}$$

$B_m$ is proportional to $(-b/a)^mI_{m+1/2}(2ab)$: the values $I_{1/2}(z)=\sqrt{2/\pi z}\sinh z$ and $I_{-1/2}(z)=\sqrt{2/\pi z}\cosh z$ reproduce the ratio $B_{-1}/B_0=-(a/b)\coth2ab$ of (12), and $I_{\nu-1}-I_{\nu+1}=(2\nu/z)I_\nu$ with $\nu=m+\tfrac12$, $z=2ab$, multiplied by $2ab$, is the relation for $|B_m|$ above. The program tests both Bessel solutions by running the relation to $m=15$ in extended precision.

The wanted solution behaves differently from both. With $t=e^{-s/(2m+1)}$, $(2m+1)G_m=\int_0^\infty e^{-s}e^{\phi}ds$; since $e^\phi\le1$ and $t\to1$ pointwise, $(2m+1)G_m\to e^{-T}$ as $m\to\infty$. So $G_m$ falls as $1/m$, while $H_m$ grows and $|B_m|$ falls factorially. Upward, an error component along $H_m$ eventually overwhelms $G_m$. Downward from large $M$, a component along $B_m$ is multiplied by more than $(2m+1)/2U$ at each step. At fixed $T,U>0$ both directions fail for large enough $m$. At $U=0$ the relation is of first order, only the growing solution remains, and each downward step multiplies an error by $2T/(2m+1)$, a damping once $2m+1>2T$. For $U>0$ the component along $B_m$ is instead amplified downward wherever $2m+1>2U$, by (17).

For moderate $m$, freezing the coefficients gives a guide. The trial $y_m\propto r^m$ leads to $f(r)=2Tr^2-(2m+1)r-2U=0$. As $f(0)<0$, there is one root of each sign, $r_+>0>r_-$, and $f<0$ exactly between them. Evaluating $f(1)$ and $f(-1)$:

$$r_+>1\iff 2m+1>2T-2U,\qquad |r_-|<1\iff 2m+1>2U-2T .$$

If $2T>2U+2m+1$, both roots have modulus below one and absolute errors shrink upward. Relative errors stay controlled where the tail in $G_m=e^UH_m-\int_1^\infty t^{2m}e^\phi dt$ is negligible, because $G_m$ then follows the dominant solution; the logarithmic slope $2m/t-2Tt+2Ut^{-3}$ of the integrand decreases with $t$ and equals $2(m+U-T)$ at $t=1$, so the single peak lies inside $(0,1)$ for $T>U+m$, and the tail is negligible when the peak lies several widths below $t=1$. If $2U>2T+2m+1$, both roots have modulus above one, errors shrink downward and $G_m$ grows downward, so relative errors shrink too. For $2m+1>2|T-U|$ neither direction is damped. The root criteria are exact statements about $f$; their use for the true recurrence is approximate.

In double precision at $T=2$, $U=0.5$, the upward run from (9) gave $G_{20}$ with an error of $4.8\times10^{-2}$ relative to quadrature, and the downward run from quadrature values of $G_{21}$ and $G_{20}$ gave $G_0$ with a relative error of $6.1\times10^{8}$. These two figures depend on the rounding of the seeds; the program asserts only that they exceed $10^{-8}$ and $1$. In the favourable regions the relative errors were $3.8\times10^{-15}$ (upward to $G_{10}$, $T=40$, $U=0.5$) and $4.4\times10^{-16}$ (downward from $m=10$, $T=0.5$, $U=40$).

## (i) Evaluation between the two regions

Treat (7) for $m=0,\dots,M$ as a tridiagonal linear system with $G_{-1}$ given and $G_{M+1}$ set to zero. Solve it, bound the errors from the two ends, and find its form at $U=0$.

**Solution.** Suppose $G_{m-1}=\alpha_{m-1}G_m+\beta_{m-1}$, which holds at $m=0$ with $\alpha_{-1}=0$, $\beta_{-1}=G_{-1}$. Inserting it in (7) gives $(2m+1+2U\alpha_{m-1})G_m=2TG_{m+1}+e^{-T}-2U\beta_{m-1}$, which has the same form one index higher:

$$G_m=\alpha_mG_{m+1}+\beta_m,\quad d_m=2m+1+2U\alpha_{m-1},\quad \alpha_m=\frac{2T}{d_m},\quad \beta_m=\frac{e^{-T}-2U\beta_{m-1}}{d_m}.\tag{18}$$

By induction $\alpha_m\ge0$ and $d_m\ge2m+1$, so no divisor vanishes and $T=0$ is allowed. The coefficients are built upward and $G_m$ is then recovered downward.

Setting $G_{M+1}=0$ leaves $\alpha,\beta$ unchanged, so the error in $G_m$ is exactly $G_{M+1}\prod_{j=m}^M\alpha_j$, at most $G_{M+1}\prod_j2T/(2j+1)$, which falls factorially once $M$ exceeds $T$. An error $\delta$ in $G_{-1}$ produces the homogeneous solution $c_BB_m+c_HH_m$ that vanishes at $M+1$. Then $c_H/c_B=-B_{M+1}/H_{M+1}\to0$, so for large $M$ the error in $G_m$ is $\delta\,B_m/B_{-1}$, bounded through (17) by $|\delta|\prod_{j=0}^m2U/(2j+1)$. For $U\le\tfrac12$ this does not amplify the absolute error. For large $U$ and small $T$ it does: $|B_0/B_{-1}|=(b/a)\tanh2ab\to2U$ as $T\to0$. There the scheme loses digits as $m$ grows, the bound being largest near $2m+1=2U$. The downward recurrence serves instead when it is started from accurate values at an index $M$ with $2M+1<2U-2T$; started far above $U$ it first amplifies errors along $B_m$, by (17), and also loses digits.

As $U\to0$, $2U\beta_{-1}\to0$, $d_m\to2m+1$, and (18) becomes $F_m=(2TF_{m+1}+e^{-T})/(2m+1)$, the downward Boys recursion.

Rounding inside the sweeps is not covered by these bounds and is checked numerically. At $T=2$, $U=0.5$, (18) with $M=80$ gave $G_{20}$ to $8.9\times10^{-16}$ relative to quadrature. The evaluator used below takes (18) for $T\le20$ and the upward recurrence for $T>20$; on a grid with $T$ from $0$ to $60$, $U$ from $10^{-7}$ to $3$ and $m=-1,\dots,5$ its largest relative error was $1.1\times10^{-14}$. It has not been tested for $U>3$.

## (j) A model integral

For $p=q=1$ bohr$^{-2}$, $R=2$ bohr and $\zeta=1$ bohr$^{-1}$, compute $G_{-1},\dots,G_2$, $Y$, $S$ and $\langle r\rangle$, and compare with the limits found above.

**Solution.** Here $\rho=0.5$, $T=2$, $U=0.5$, $a=1.41421356$, $b=0.70710678$, $2ab=2$ and $e^{-T}=0.13533528$. Then

$$I_+=\tfrac{\sqrt\pi}{2}e^{2.5}(0.00269980)=0.029148,\qquad I_-=\tfrac{\sqrt\pi}{2}e^{-1.5}(1.68268949)=0.332742 .$$

With the full values $0.02914822$ and $0.33274168$, (9) gives

$$G_{-1}=\frac{0.36188990}{1.41421356}=0.2558948,\qquad G_0=\frac{0.30359346}{2.82842712}=0.1073365 .$$

The upward form of (7), with $2U=1$ and $2T=4$, is harmless for a few steps:

$$G_1=\frac{0.10733649+0.25589480-0.13533528}{4}=0.0569740,$$

$$G_2=\frac{3(0.05697400)+0.10733649-0.13533528}{4}=0.0357308 .$$

The Boys values are $F_0=0.5981440$, $F_1=0.1157022$, $F_2=0.0529428$, and at $m=4$ the pair is $G_4=0.0189770$, $F_4=0.0227694$. The ratio $G_m/F_m$ rises from $0.18$ at $m=0$ to $0.83$ at $m=4$, in line with the common limit $e^{-T}/(2m+1)$ found in (h). At $m=20$ that limit is $0.135335/41=3.30\times10^{-3}$ against $G_{20}=3.538\times10^{-3}$; setting the three functions in (7) equal gives the closer estimate $e^{-T}/(2m+1-2T+2U)=0.135335/38=3.56\times10^{-3}$.

Since $\rho=U$ here, both prefactors in (4) equal $\sqrt{2/\pi}$:

$$Y=\sqrt{2/\pi}\,(0.10733649)=0.0856421\ \text{hartree}=2.330\ \text{eV},$$

$$S=\sqrt{2/\pi}\,(0.25589480-0.10733649)=0.1185324 .$$

The Coulomb integral $\sqrt{2/\pi}\,F_0$ is $0.4772499$ hartree, so screening leaves $18\%$ of it. $Y$ lies above the point-charge value $e^{-\zeta R}/R=0.0676676$ hartree and below $e^Ue^{-\zeta R}/R=0.1115651$ hartree. The gap of $0.0259$ hartree respects the bound (11), $\sqrt{2/\pi}\,(0.135335)/3=0.0360$ hartree, and is $30\%$ of $Y$: the clouds overlap too much at $T=2$ for the asymptotic form. For $S$ the lower bound of (f) is $e^{U-\zeta R}(1-\tfrac12)=0.1115651$, numerically equal to the previous number only because $1-\zeta/2\rho R$ and $1/R$ both happen to be $\tfrac12$ for these parameters; $S$ lies between it and the point value $e^{-\zeta R}=0.1353353$. Finally (16) gives $\langle r\rangle=[5(0.59814401)+0.13533528]/\sqrt{\pi/2}=2.494231$ bohr.

## (k) Silane

For SiH$_4$ in tetrahedral geometry with a bond length set to $2.80$ bohr, take the restricted Hartree–Fock determinant in the STO-3G basis, optimised with the Coulomb interaction and then held fixed. Construct an independent check of the integral tensors. Evaluate the screened exchange energy and $\langle\sum_{i<j}e^{-\zeta r_{ij}}\rangle$, and derive their limits as $\zeta\to0$.

**Solution.** For the check, note that $\frac{2}{\sqrt\pi}e^{-u^2r^2}=-\partial_u[\operatorname{erfc}(ur)/r]$ and integrate the first of (3) by parts. The boundary terms vanish, at $u=0$ through $e^{-\zeta^2/4u^2}$ and at $u=\infty$ through erfc, leaving $\int_0^\infty w(u)\operatorname{erfc}(ur)/r\,du$ with $w=\partial_ue^{-s}=(\zeta^2/2u^3)e^{-s}$, $s=\zeta^2/4u^2$. At fixed $u$, $\partial_\zeta w=(2/\zeta)(1-s)w$, and $w\,du$ becomes $e^{-s}ds$. With $\omega=\zeta/2\sqrt s$,

$$\frac{e^{-\zeta r}}r=\int_0^\infty e^{-s}\frac{\operatorname{erfc}\omega r}{r}ds,\qquad e^{-\zeta r}=-\frac2\zeta\int_0^\infty e^{-s}(1-s)\frac{\operatorname{erfc}\omega r}{r}ds .$$

Both tensors $(\mu\nu|K|\lambda\sigma)$ can thus be assembled from the attenuated Coulomb integrals of PySCF without any $G_m$. For the 13 basis functions (231 primitive pairs, $L\le4$, $T$ up to $71.6$, $U$ from $6.13\times10^{-4}$ to $1.548$ at $\zeta=1$), the tensors from (6) differ from these by at most $5.8\times10^{-12}$ hartree (Yukawa) and $3.0\times10^{-11}$ (Slater) in absolute value; the asserted tolerance is $10^{-8}$. Even the tightest pairs are not at the Boys limit: for coincident centres $F_0=1$ and $\sqrt{\pi U}=0.044$.

For a closed-shell determinant with real occupied orbitals $i,j$, the Slater–Condon rule summed over spin gives $\langle\sum K\rangle=\sum_{ij}[2(ii|K|jj)-(ij|K|ji)]$. With $D_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i}$ the two terms are

$$E_J[K]=\tfrac12\sum D_{\mu\nu}D_{\lambda\sigma}(\mu\nu|K|\lambda\sigma),\qquad E_x[K]=-\tfrac14\sum D_{\mu\nu}D_{\lambda\sigma}(\mu\lambda|K|\nu\sigma).$$

In real space $E_x[K]=-\tfrac14\iint\gamma(\mathbf r_1,\mathbf r_2)^2K$, with $\gamma=2\sum_i\psi_i(\mathbf r_1)\psi_i(\mathbf r_2)$, so $E_x$ averages the kernel with a weight of one sign. For $K=1$ orthonormality gives $(ii|jj)=1$ and $(ij|ji)=\delta_{ij}$ over $N/2$ orbitals, so $E_J[1]=N^2/2$, $E_x[1]=-N/2$, and the sum is $N(N-1)/2$, the number of pairs. Define the mean distances $\bar r_x=E_x[r]/E_x[1]$ and $\bar r=(E_J[r]+E_x[r])/[N(N-1)/2]$. The expansions of the kernels then give

$$\frac{E_x[\text{Yukawa}]-E_x[1/r]}{\zeta}=\frac N2\left(1-\frac{\zeta\bar r_x}{2}+\dots\right),\qquad \Big\langle\sum_{i<j}e^{-\zeta r_{ij}}\Big\rangle=\frac{N(N-1)}{2}\left(1-\zeta\bar r+\dots\right).$$

For $N=18$ the limits are $9$ and $153$. At $\zeta=10^{-3}$ bohr$^{-1}$ the computed values are $8.99446$ and $152.6476$. Reading the shortfalls at leading order, $\bar r_x\approx2(0.00554/9)/10^{-3}=1.23$ bohr and $\bar r\approx(0.3524/153)/10^{-3}=2.30$ bohr; these two distances are inferred, not computed directly, and the next order in $\zeta$ raises them by $\zeta\,\overline{r^2_x}/3$ and $\zeta\,\overline{r^2}/2$, with the mean squared distances defined in the same way; these shifts are about $0.001$ and $0.004$ bohr, so $\bar r_x$ stays at $1.23$ bohr and $\bar r$ becomes $2.303+0.004\approx2.31$ bohr.

The RHF energy is $-287.909780$ hartree. At $\zeta=1$ bohr$^{-1}$ the exchange energy changes from $-21.8667$ hartree ($-595.02$ eV) to $-16.0303$ hartree ($-436.21$ eV), a ratio of $0.733$. Because $0<(1-e^{-\zeta r})/r<\zeta$ and the weight has one sign, the shift must lie between $0$ and $\zeta N/2=9$ hartree; it is $21.8667-16.0303=5.8364$ hartree, so the linear law, an upper bound, overshoots it by more than half at this $\zeta$. The direct term falls from $155.4617$ to $79.0737$ hartree, a ratio of $0.509$. The weaker screening of exchange is consistent with the exchange weight lying at shorter distances, $\bar r_x\approx1.23$ bohr against $E_J[r]/E_J[1]=(153\,\bar r+9\,\bar r_x)/162\approx2.24$ bohr (at the same leading order; $2.25$ bohr with the shifts included) for the direct term, although the mean distances alone do not fix the two ratios. The Slater geminal gives $37.2545-3.9835=33.2710$, a mean $e^{-\zeta r_{ij}}$ of $33.2710/153=0.217$ per pair. These values belong to this minimal-basis determinant, which contains no Coulomb correlation; the digits describe the integrals, not the molecule. They are not converged in the basis: in cc-pVDZ at the same geometry the exchange energies become about $-21.77$ and $-15.98$ hartree (ratio $0.734$), the direct terms $154.7$ and $79.2$ hartree (ratio $0.512$), the geminal pair sum $32.7$ ($0.214$ per pair), and the mean distances $\bar r_x\approx1.27$ and $\bar r\approx2.37$ bohr.

## Numbers as computed

```
model: p = q = 1.0 bohr^-2, R = 2.0 bohr, zeta = 1.0 bohr^-1
rho = 0.5 bohr^-2, T = 2.0, U = 0.5
a = 1.41421356, b = 0.70710678, exp(-T) = 0.13533528
erfc(b+a) = 0.00269980, erfc(b-a) = 1.68268949
I+ = 0.02914822, I- = 0.33274168
G_-1 = 0.25589480   F_-1 = -2.52791131
G_0 = 0.10733649   F_0 = 0.59814401
G_1 = 0.05697400   F_1 = 0.11570218
G_2 = 0.03573081   F_2 = 0.05294281
G_3 = 0.02507319   F_3 = 0.03234470
G_4 = 0.01897696   F_4 = 0.02276940
Yukawa Y = 0.08564213 hartree = 2.33044 eV
Coulomb = 0.47724987 hartree
point Yukawa = 0.06766764 hartree, times e^U = 0.11156508 hartree
Slater S = 0.11853238, exp(-zeta R) = 0.13533528
<r> = 2.494231 bohr
R = 4 bohr (T = 8): gap = 1.6642e-05 hartree, bound = 1.7844e-05 hartree
T=2, U=1e-4: G_0 = 0.58072798, F_0 - sqrt(pi U) = 0.58041947
T=2, U=0.5: G_20 = 3.53795596e-03
rel err T=2 U=0.5: upward to G_20 4.8e-02, downward 20 to 0 6.1e+08
rel err T=2 U=0.5: tridiagonal G_20 8.9e-16
rel err upward to G_10, T=40 U=0.5: 3.8e-15
rel err downward 10 to 0, T=0.5 U=40: 4.4e-16
evaluator worst rel err on (T,U) grid, m=-1..5: 1.1e-14
SiH4 RHF/STO-3G, r(SiH) = 2.8 bohr, N = 18, AOs = 13, prim pairs = 231
E(RHF) = -287.909780 hartree
max T = 71.6, U from 6.13e-04 to 1.548
max dev from PySCF: Yukawa 5.8e-12 hartree, Slater 3.0e-11
E_J Coulomb = 155.461653 hartree, Yukawa = 79.073683 hartree
E_x Coulomb = -21.866660 hartree = -595.022 eV
E_x Yukawa  = -16.030277 hartree = -436.206 eV
E_x ratio Yukawa/Coulomb = 0.73309
Slater: direct 37.254507, exchange -3.983464, pair sum 33.271043
zeta = 0.001 bohr^-1: dE_x/dzeta = 8.99446 hartree bohr (N/2 = 9.0)
zeta = 0.001 bohr^-1: pair sum = 152.6476 (N(N-1)/2 = 153)
```
